Schottky pinning from an interface charge sheet and a thin dielectric gap, part 1

(Sections cited here and not found follow in the second part.)

## 1. The charge sheet and the gap

Two metals with work functions 4.3 eV and 5.1 eV are placed on the same model of an n-type silicon surface. The work functions differ by 0.80 eV, but the calculated electron barriers, 0.661 eV and 0.803 eV, differ by 0.142 eV. Less than a fifth of the change of metal reaches the barrier. The ratio 0.142/0.80 = 0.177 has to be explained, and so does the fate of the other 0.66 eV.

### Energies and the case without interface states

Let e > 0 be the elementary charge, so that an electron carries −e. The metal has work function φ_M, the energy needed to take an electron from its Fermi level E_F to rest just outside. The semiconductor has electron affinity χ, the energy from its conduction-band edge E_C to rest just outside. The barrier is defined at the semiconductor surface:

Φ_B = E_C − E_F.

All these quantities are energies. Formulas use SI units, with energies in joules; numerical values are quoted in eV. The contact is at zero bias and in equilibrium, so one Fermi level runs through it.

Between the two materials lies a gap of thickness δ and permittivity ε, free of charge. The energy of an electron at rest just outside the metal is E_F + φ_M. Just outside the semiconductor it is E_C + χ = E_F + Φ_B + χ. The rise of this energy on crossing from metal to semiconductor is therefore

U = Φ_B + χ − φ_M.

Suppose first that there is no charge on either surface. Then no field crosses the gap, U = 0, and

Φ_B = φ_M − χ.

This is the Schottky-Mott barrier. With χ = 4.05 eV it gives 0.25 eV and 1.05 eV for the two metals. The whole 0.80 eV appears in the barrier, so the slope dΦ_B/dφ_M is 1. A smaller slope requires an energy step U that depends on the metal, and hence a charge that depends on the metal.

### The step produced by a charge

Let the metal surface carry charge Q_M per area, the interface states Q_it, and the interior of the semiconductor Q_sc. The contact is neutral as a whole:

Q_M + Q_it + Q_sc = 0.

Take x pointing from metal to semiconductor. The field vanishes inside the metal, so Gauss's law applied to a flat box around the metal surface gives the gap field F:

εF = Q_M.

F is constant because the gap holds no charge. The electrostatic potential V changes across the gap by −Fδ, so

V_semiconductor − V_metal = −Q_M δ/ε = (Q_it + Q_sc)δ/ε.

An electron has energy −eV, which reverses the sign once more:

U = −eδ(Q_it + Q_sc)/ε.

The sign can be checked without algebra. Positive charge on the semiconductor side attracts electrons, lowers their energy there, and so lowers the barrier.

In this first half Q_sc is set to zero. The second half restores it and shows when the omission is justified.

### How much charge the interface states hold

Let D be the number of interface states per area and per energy, uniform across the band gap. They are treated as independent one-electron states. There is a level E_CNL, the charge neutrality level, that separates two kinds of state. Those below it are donors: neutral when filled, charged +e when empty. Those above it are acceptors: neutral when empty, charged −e when filled. The sheet is thus neutral when it is filled exactly to E_CNL. The position of that level is given by

Φ_CNL = E_C − E_CNL,

which is fixed relative to the band edge; the example uses 0.75 eV.

At zero temperature there are two cases. If E_F lies below E_CNL, the donors between the two levels are empty and the charge is +eD(E_CNL − E_F). If E_F lies above, the acceptors between them are filled and the charge is −eD(E_F − E_CNL). These are the same expression. Since E_F = E_C − Φ_B and E_CNL = E_C − Φ_CNL,

E_CNL − E_F = Φ_B − Φ_CNL,

and therefore

Q_it = eD(Φ_B − Φ_CNL).

A barrier larger than Φ_CNL means a positive sheet, and a smaller one means a negative sheet. In both cases the resulting step U pushes the barrier back toward Φ_CNL.

### What temperature does to the filling

At temperature T the occupation is f(E) = 1/[1 + exp((E − E_F)/kT)]. Adding empty donors and subtracting filled acceptors gives

Q_it = eD[∫(1 − f)dE from E_V to E_CNL − ∫f dE from E_CNL to E_C],

where E_V is the valence-band edge. The two integrals of f join into one over the entire band gap:

Q_it = eD[E_CNL − E_V − ∫f dE from E_V to E_C].

An antiderivative of f is −kT ln[1 + exp(−(E − E_F)/kT)], as differentiation confirms. Between the band edges this gives

∫f dE = kT ln[1 + exp((E_F − E_V)/kT)] − kT ln[1 + exp(−Φ_B/kT)].

In the first logarithm, take out the factor exp((E_F − E_V)/kT). With the band-gap energy E_g = E_C − E_V, the distance E_F − E_V equals E_g − Φ_B, so

∫f dE = E_F − E_V + kT ln[1 + exp(−(E_g − Φ_B)/kT)] − kT ln[1 + exp(−Φ_B/kT)].

Substitution leaves the zero-temperature charge and two small terms:

Q_it = eD(Φ_B − Φ_CNL) + eDkT{ln[1 + exp(−Φ_B/kT)] − ln[1 + exp(−(E_g − Φ_B)/kT)]}.

For uniform D, the electrons thermally lifted above E_F balance the vacancies left below it. What remains comes from the band edges, where the assumed distribution of states stops. It is exponentially small when E_F is several kT from both edges.

For the 4.3 eV metal at 400 K, with D, E_g = 1.12 eV and the barrier held at their stated values, direct summation of the occupations differs from the linear law by 6.5×10⁻⁷ of the interface charge. Heating can still matter through changes of the band gap or of the states themselves, which this comparison holds fixed.

### Closing the loop

The charge depends on the barrier, and the barrier depends on the charge. Put the linear Q_it into the expression for U, with Q_sc = 0:

Φ_B + χ − φ_M = −(e²Dδ/ε)(Φ_B − Φ_CNL).

Define the dimensionless number

a = e²Dδ/ε.

Collecting the terms in Φ_B on the left gives

(1 + a)Φ_B = φ_M − χ + aΦ_CNL.

Divide by 1 + a and write S = 1/(1 + a), so that a/(1 + a) = 1 − S:

Φ_B = S(φ_M − χ) + (1 − S)Φ_CNL.

If χ, Φ_CNL, D, δ and ε are the same for all the metals compared, differentiation gives the pinning factor

S = dΦ_B/dφ_M = 1/(1 + e²Dδ/ε).

The units are consistent. D is measured in 1/(J m²), so e²D has the unit C²/(J m²), which is F/m². The ratio δ/ε has the unit m²/F, and the product is a pure number. When D is quoted per eV, one factor of e is absorbed by the conversion, and e²D becomes e times the quoted D.

The result can be read as feedback. Raise φ_M by a small amount dφ_M. Without states the barrier would rise by the same amount. With states, a rise dΦ_B adds charge eD dΦ_B to the sheet, and the gap then lowers the barrier by a dΦ_B. The actual rise obeys dΦ_B = dφ_M − a dΦ_B, which gives S again.

### The same result from an energy

A second route does not start from Gauss's law for the potential step. At zero temperature, begin with both surfaces neutral and move ν electrons per area from the sheet to the metal. The first electron leaves a state at energy −χ − Φ_CNL and arrives at −φ_M, both measured from the energy just outside. Its energy changes by χ + Φ_CNL − φ_M.

Later electrons come from deeper states. When ν electrons have left, the sheet is emptied to a depth ν/D below E_CNL. The added cost is the integral of sD ds from s = 0 to ν/D, which is ν²/(2D). The separated charges ±eν also store the field energy e²ν²δ/(2ε) in the gap. The total per area is

G(ν) = ν(χ + Φ_CNL − φ_M) + ν²/(2D) + e²ν²δ/(2ε).

Setting dG/dν = 0 gives

ν(1/D + e²δ/ε) = φ_M − χ − Φ_CNL.

The second derivative, 1/D + e²δ/ε, is positive, so this is a minimum. The sheet has lost ν = D(Φ_B − Φ_CNL) electrons, and hence

(1 + a)(Φ_B − Φ_CNL) = φ_M − χ − Φ_CNL.

This is the previous result with Φ_CNL subtracted from both sides. Negative ν describes transfer into the acceptors and leads to the same G.

The two quadratic terms have the form of energies stored in capacitors. Define, per area,

C_it = e²D, C_gap = ε/δ.

Then a = C_it/C_gap. The energy mismatch φ_M − χ − Φ_CNL is divided between two capacitors in series that carry equal charge. The part Φ_B − Φ_CNL falls on C_it and the remainder on C_gap. A large C_it takes a small share, and that share is S.

### Numbers for the example

The gap is 0.50 nm thick with relative permittivity 3.9, and D = 2.0×10¹⁴ cm⁻² eV⁻¹. These are rough round values. They give

C_gap = 6.906 µF/cm², C_it = 32.04 µF/cm²,

a = 32.04/6.906 = 4.640,

S = 1/5.640 = 0.177.

The two barriers follow from Φ_B = Φ_CNL + S(φ_M − χ − Φ_CNL):

φ_M = 4.3 eV: 0.750 + 0.1773×(0.250 − 0.750) = 0.661 eV,

φ_M = 5.1 eV: 0.750 + 0.1773×(1.050 − 0.750) = 0.803 eV.

Both barriers lie inside the band gap, as the filling law requires.

The sheet charge is C_it times the corresponding voltage. For the first metal it is 32.04×(0.6613 − 0.7500) = −2.84 µC/cm²; for the second it is +1.70 µC/cm². The energy steps across the gap are

0.661 + 4.05 − 4.3 = 0.411 eV,

0.803 + 4.05 − 5.1 = −0.247 eV.

They differ by 0.658 eV. This is the part of the 0.80 eV that does not reach the barrier: it has become a change of the dipole across the gap.

Dividing the steps by 0.50 nm gives fields of 8.2 and 4.9 MV/cm. The larger one is near the rough breakdown strength of thick silicon dioxide, about 10 MV/cm. At zero bias the common Fermi level means that no net current flows, so the macroscopic breakdown criterion does not transfer directly. Whether the bonds in so thin a layer keep their structure is a question outside this model.

The charge is a lateral average. A charge of 2.84 µC/cm² corresponds to about 1.8×10¹³ elementary charges per cm², or a mean spacing near 2.4 nm. If the states are localized, this exceeds the gap thickness, and the local barrier will vary along the interface. The averaged step still follows from the averaged charge by Gauss's law.

### Limits and a numerical test

For D → 0, a vanishes and S = 1, the Schottky-Mott case. For D → ∞ at fixed δ and ε, S → 0 and Φ_B → Φ_CNL, the Bardeen limit. For δ → 0 at fixed D, S returns to 1, because a sheet lying on the metal has no distance over which to form a dipole. The crossover S = 1/2 is at a = 1:

D* = ε/(e²δ) = 4.31×10¹³ cm⁻² eV⁻¹ for this gap.

The formula was tested against a numerical solution of Poisson's equation through gap and semiconductor. The solution includes mobile electrons and ionized donors, and fills the interface states by integrating their occupation. Doping was 10¹⁴ cm⁻³. The slope was taken from metals 0.02 eV on either side of φ_M = 4.8 eV, where the formula puts the barrier at Φ_CNL for every D.

D in cm⁻² eV⁻¹: S from Poisson; S from formula

0: 0.99934; 1.00000

10¹³: 0.81126; 0.81170

10¹⁴: 0.30116; 0.30121

10¹⁵: 0.04132; 0.04132

The largest relative difference is 0.07%, at D = 0. It shrinks as D grows. The charge Q_sc, so far omitted, accounts for both facts.

## 2. Depletion charge, real states and real contacts

The symbols carried over are these. Φ_B = E_C − E_F is the barrier at the semiconductor surface, φ_M the work function and χ the affinity. The gap has thickness δ, permittivity ε and capacitance C_gap = ε/δ. A uniform density D of interface states, neutral at Φ_B = Φ_CNL, holds charge Q_it = eD(Φ_B − Φ_CNL) and has C_it = e²D. With a = C_it/C_gap = 4.640, the sheet alone gives S = 1/(1 + a) = 0.177. With semiconductor charge Q_sc included, the gap relation is

Φ_B = φ_M − χ − a(Φ_B − Φ_CNL) − eδQ_sc/ε.

### Charge in the depletion layer

Let u(x) = E_C(x) − E_F for x ≥ 0. It starts at u(0) = Φ_B and tends to the bulk value ξ. The donors have density N and are all ionized, the electron density is n(u), and holes are neglected. Because u changes as −eV, Poisson's equation V″ = −ρ/ε_s, with ρ = e(N − n), becomes

u″ = (e²/ε_s)(N − n).

Here ε_s is the semiconductor permittivity. Multiply by u′ and integrate from the surface to the bulk, where u′ = 0:

−u′(0)²/2 = (e²/ε_s) ∫(N − n)du from Φ_B to ξ.

Exchanging the limits removes the minus sign:

u′(0)² = (2e²/ε_s) ∫(N − n)du from ξ to Φ_B.

The total charge is the integral of ρ = (ε_s/e)u″, so Q_sc = −(ε_s/e)u′(0). It is positive when the band falls from the surface into the bulk. Squaring gives

Q_sc² = 2ε_s[N(Φ_B − ξ) − ∫n du from ξ to Φ_B].

The remaining integral is a pressure. At fixed temperature an electron gas obeys dP = n dμ, with μ its chemical potential measured from the band edge. Here μ = −u, so the integral equals the bulk pressure P minus the pressure at the surface. The latter is negligible when Φ_B is many kT. Hence

Q_sc² = 2ε_s[N(Φ_B − ξ) − P].

At low doping P = NkT. At high doping P is larger than this, but the formula keeps its form.

Define the capacitance C_sc = e dQ_sc/dΦ_B. Differentiating the square gives 2Q_sc dQ_sc/dΦ_B = 2ε_sN, and so

C_sc = eε_sN/Q_sc = ε_s/W, W = Q_sc/(eN).

W is the width of a fully depleted layer that holds the same charge. Now differentiate the gap relation with respect to φ_M:

S = 1 − aS − (C_sc/C_gap)S,

S = 1/[1 + (C_it + C_sc)/C_gap].

The interface states and the depletion layer respond to the same change of Φ_B, so their capacitances add.

This explains the deviations found at 10¹⁴ cm⁻³. At D = 0 the slope 0.99934 implies C_sc/C_gap = 6.6×10⁻⁴. (Holes are left out of both calculations; at this very low doping they would raise the ratio by 6 to 18% for a valence-band effective density of states between 1.0×10¹⁹ and 3.1×10¹⁹ cm⁻³, which is still negligible for S.) To first order, C_sc lowers S by S² times this ratio. For D = 10¹³ cm⁻² eV⁻¹ that is 0.812²×6.6×10⁻⁴ = 4.4×10⁻⁴, in agreement with the observed difference. The ratio is the same in each row because the barrier is held near Φ_CNL. Strong pinning makes the barrier insensitive to this addition as well.

The capacitances of the interface states and the depletion layer add in the pinning factor, and this explains the small deviations from the sheet formula at low doping. What remains is to apply the result to a diode and a heavily doped contact, and to examine states that vary with energy or extend into the semiconductor, the position of the metal surface, the barrier seen by a current, and real silicon contacts.
